Level shifting in a generalized eigenproblem and a two-level self-consistent model

QUESTION

With ultrasoft pseudopotentials the orbitals obey a generalized eigenproblem

H c_n = ε_n S c_n,  c_m†S c_n = δ_mn,

where H is Hermitian and the overlap S = 1 + Σ q_ij |β_i⟩⟨β_j| is Hermitian and positive definite. S depends on the atomic positions, which are held fixed, and not on the density. Indices i and a denote occupied and unoccupied orbitals. Define

K = Σ_i c_i c_i†,  H_σ = H + σ(S − SKS).

(a) Find the eigenvalues of H_σ when K is built from eigenvectors of the same H. What can be said for σ > 0 when K comes from an earlier iteration?

Parts (b) to (e) concern a model with two real orthonormal basis functions and one real orbital c, c^T S c = 1, holding two electrons. With β = (1, b)^T,

S = 1 + s ββ^T,  W = |1⟩⟨1| + s ββ^T,  Q = 2 c^T W c,

E(c) = 2 c^T H0 c + (U/2)(Q − 1)²,  U > 0.

Q is the number of electrons on site 1, including its augmentation charge. H0 has off-diagonal hopping −t, to which D0 ββ^T is added. Each iteration builds H and K from the current orbital and takes the lowest eigenvector of H_σ as the next one.

(b) Find H(Q). Show that stationary orbitals do not depend on σ.

(c) Let c_i be a stationary orbital, c_a the other eigenvector of its H, Δ = ε_a − ε_i and w = c_a^T W c_i. Find the factor by which a small admixture of c_a is multiplied in one iteration, and the values of σ that give stability.

(d) Take t = 1 eV, U = 6 eV, D0 = −0.5 eV, s = 0.2, b = 0.3. Show that there is one self-consistent solution with the lower level occupied. Its charge, from a numerical root search, is Q = 1.064512. Does the unshifted iteration converge to it, and which σ stabilizes it?

(e) Find a shift for which no iteration can raise E, whatever the starting orbital. Does such a shift guarantee that the ground state is reached?


MODEL ANSWERS

(a) Orthonormality gives

SKS c_n = S Σ_i c_i (c_i†S c_n),

which is S c_n if n is occupied and zero if it is not. Hence

H_σ c_i = ε_i S c_i + σ(S c_i − S c_i) = ε_i S c_i,
H_σ c_a = ε_a S c_a + σ S c_a = (ε_a + σ) S c_a.

The c_n form a complete set, so these are all the eigenvalues. The occupied ones stay, the unoccupied ones move by σ, and the eigenvectors are unchanged.

The argument used H c_n = ε_n S c_n for the orbitals in K. Suppose instead that K contains orbitals d_i from an earlier Hamiltonian with the same S. Put the full set d_n into the columns of a matrix D. Then D†SD = 1, so DD† = S⁻¹, that is, Σ_n d_n d_n† = S⁻¹. Multiplying by S on both sides and removing the occupied terms gives

S − SKS = Σ_a S d_a d_a† S.

For any vector v,

0 ≤ v†(S − SKS)v = Σ_a |d_a†S v|² ≤ Σ_n |d_n†S v|² = v†S v.

For σ > 0 the Rayleigh quotient v†H_σ v / v†S v therefore exceeds that of H by between 0 and σ for every v. By the min-max principle, each ordered eigenvalue rises by between 0 and σ. The lowest ones may rise too.

In a numerical test with six levels, two occupied and σ = 3 eV, the matching K gave rises of 0, 0, 3, 3, 3, 3 eV. An outdated K gave 0.18, 0.33, 2.68, 2.87, 2.96, 2.98 eV. The clean separation requires the orbitals in K to span the same space as occupied eigenvectors of the current H. This is the case at self-consistency, but generally not before.

(b) Vary c by a small dc. Since dQ = 4 c^T W dc,

dE = 4 c^T H0 dc + U(Q − 1) 4 c^T W dc = 4 c^T H dc,

H(Q) = H0 + U(Q − 1) W.

The constraint c^T S c = 1 permits those dc with c^T S dc = 0. Stationarity therefore requires H c = ε S c. For such an orbital K is built from an eigenvector of its own H, so by (a) it is also an eigenvector of H_σ with the same ε, for every σ. The iteration reproduces it if it is the lowest eigenvector of H_σ, which requires ε_i < ε_a + σ, or Δ + σ > 0. Conversely, suppose the iteration reproduces c. Then K = cc^T gives (S − SKS)c = 0, so H_σ c = ε S c reduces to H c = ε S c. Every fixed point of the shifted iteration is therefore a stationary orbital. The shift can still add fixed points: a stationary orbital with Δ < 0 is not reproduced at σ = 0, but it is once σ > −Δ.

(c) Start from c = c_i + x c_a. Then c^T S c = 1 + x², so normalization has no first-order effect. To first order in x,

δQ = 2(2x c_a^T W c_i) = 4wx,
c_a^T δH c_i = U δQ w = κx,  κ = 4Uw².

The shift operator changes as well, through δK = x(c_i c_a^T + c_a c_i^T). Its matrix element is

−σ c_a^T S δK S c_i = −σx,

because the first term of δK contains c_a^T S c_i = 0 and the second gives 1·1. The total perturbation V of the stationary H_σ thus has c_a^T V c_i = (κ − σ)x.

Write the new orbital as c_i + x'c_a and project its eigenvalue equation on c_a. To first order,

(κ − σ)x + (ε_a + σ)x' = ε_i x',

x' = λx,  λ = (σ − κ)/(Δ + σ).

Take Δ + σ > 0. Small errors shrink geometrically if and only if −1 < λ < 1:

λ < 1 ⇔ σ − κ < Δ + σ ⇔ Δ + κ > 0,
λ > −1 ⇔ σ − κ > −Δ − σ ⇔ σ > σ_c = (κ − Δ)/2.

If Δ + κ > 0, then σ > σ_c implies Δ + σ > (Δ + κ)/2 > 0, so the ordering condition is met as well.

For an occupied lower level, Δ > 0 and κ ≥ 0, and the first condition holds. Without a shift λ = −κ/Δ. The negative sign expresses the charge response: extra charge on site 1 raises its energy and drives charge away. If κ > Δ the response overshoots by more than the original error, and the error grows with alternating sign. If κ < Δ no shift is needed.

At σ = κ the first-order error vanishes in one iteration. For σ ≫ κ and σ ≫ Δ,

1 − λ = (Δ + κ)/(Δ + σ)

is small, so the iteration is stable but slow. These formulas hold for small errors in this two-level model.

(d) With ββ^T = [[1, 0.3], [0.3, 0.09]] the matrices are

S = [[1.2, 0.06], [0.06, 1.018]],
W = [[1.2, 0.06], [0.06, 0.018]],
H0 = [[−0.5, −1.15], [−1.15, −0.045]] eV.

Uniqueness. Let Q_out(Q) be the charge of the lowest eigenvector of H(Q). A change dQ perturbs H by U W dQ, so this eigenvector acquires the admixture −U w dQ/Δ of the upper one. Hence

dQ_out/dQ = 4w(−Uw/Δ) = −4Uw²/Δ ≤ 0,

with w and Δ taken at that Q. This needs Δ > 0 throughout. A degeneracy would require H = εS, hence H_12/S_12 = H_22/S_22. For 0 ≤ Q ≤ 2 the first ratio is below −13 eV and the second above −0.2 eV, so none occurs.

The generalized eigenvalues of W are 0.0148 and 1.0000, so Q_out lies between 0.0296 and 2. The continuous function Q_out(Q) − Q is positive at Q = 0, not positive at Q = 2, and strictly decreasing. It has one root.

Stability. At the root U(Q − 1) = 6 × 0.064512 = 0.3871 eV, and

H = H0 + 0.3871 W = [[−0.0355, −1.1268], [−1.1268, −0.0380]] eV.

The condition det(H − εS) = 0 gives ε_i = −0.9987 eV and ε_a = 1.0426 eV, with

c_i = (0.6274, 0.6839),  c_a = (0.6650, −0.7194).

As a check, 2 c_i^T W c_i = 1.0645. Next,

Δ = 1.0426 + 0.9987 = 2.041 eV,
W c_i = (0.7939, 0.0500),
w = 0.6650 × 0.7939 − 0.7194 × 0.0500 = 0.492,
κ = 4 × 6 × 0.492² = 5.81 eV.

Without a shift λ = −5.81/2.04 = −2.85, so the iteration does not settle on the solution from a general nearby start. The threshold is

σ_c = (5.809 − 2.041)/2 = 1.884 eV = 3.018 × 10⁻¹⁹ J.

The numerical check differentiates the iteration map numerically and finds λ = −1 at the same shift.

Complete runs from an orbital on site 1 (Q = 2) gave:

σ = 0: a two-cycle with Q = 0.100 and 1.944
σ = 0.9σ_c: a two-cycle with Q = 0.524 and 1.579
σ = 1.1σ_c: λ = −0.908, converged in 187 iterations
σ = κ: λ = 0, converged in 3 iterations
σ = 2κ: λ = 0.425, converged in 24 iterations

Converged means that Q stays within 10⁻⁸ electrons of the root. The linear theory gives the threshold and the alternating sign; the amplitudes of the cycles come from the runs.

(e) Let c' follow c, and put K' = c'c'^T, δ = K' − K. Then Q' − Q = 2Tr(Wδ), and since E is quadratic in K,

E' − E = 2Tr(H0 δ) + U(Q − 1)(Q' − Q) + (U/2)(Q' − Q)²
= 2Tr(Hδ) + 2U[Tr(Wδ)]².

First term: c' minimizes the expectation value of H_σ among normalized orbitals, so Tr(H_σ δ) ≤ 0. Let p = (c^T S c')². Then Tr[(S − SKS)K'] = 1 − p and Tr[(S − SKS)K] = 0, so

2Tr(Hδ) ≤ −2σ(1 − p).

Second term: let w_1, w_2 be the generalized eigenvalues of W. Write c as cos θ and sin θ times the corresponding eigenvectors, and c' likewise with θ'. Then c^T W c = (w_1 + w_2)/2 + (w_1 − w_2)(cos 2θ)/2, and

Tr(Wδ) = (w_1 − w_2)(cos 2θ' − cos 2θ)/2
= −(w_1 − w_2) sin(θ' + θ) sin(θ' − θ).

Because p = cos²(θ' − θ), this gives [Tr(Wδ)]² ≤ (w_1 − w_2)²(1 − p). Together,

E' − E ≤ 2(σ_g − σ)(1 − p),  σ_g = U(w_1 − w_2)².

Any σ ≥ σ_g prevents a rise in energy. Here σ_g = 6 × 0.9852² = 5.82 eV. This is a sufficient shift; convergence near the solution needs just 1.88 eV.

The ground state is not guaranteed. Part (c) did not assume Δ > 0, so a stationary orbital with the upper level occupied attracts the iteration if Δ + κ > 0 and σ > (κ − Δ)/2. The first condition makes it a local energy minimum among real orbitals. For the normalized form of c_i + x c_a, Tr(Hδ) = Δx² and Tr(Wδ) = 2wx to leading order, so

E' − E = 2Δx² + 8Uw²x² = 2(Δ + κ)x².

The model has such a trap. With σ = σ_g, a run started from the upper orbital c_a of (d) ended at Q = 1.118 with Δ = −2.050 eV and κ = 5.760 eV. Then Δ + κ = 3.71 eV > 0, and the trap attracts for σ > (5.760 + 2.050)/2 = 3.90 eV, which σ_g exceeds. Its energy is 1.670 eV, against −2.397 eV for the ground state. The ground state is the solution of (d): its orbital c is the lowest eigenvector of its own H, so Tr(Hδ) ≥ 0 for every other normalized orbital c', and the exact expression E' − E = 2Tr(Hδ) + 2U[Tr(Wδ)]² cannot be negative.

This trap depends on the orbitals being real. An imaginary admixture, c_i + i x c_a, leaves Q unchanged to first order, so the energy changes by 2Δx² to leading order, which is negative here. With complex orbitals the state is a saddle point, and the iteration can leave it. Without a first-order change in charge, κ drops out of λ, so a small imaginary admixture is multiplied by σ/(Δ + σ) = 1.54 per iteration at σ = σ_g.

The shift hides the wrong order by lifting the empty lower level above the occupied one. After convergence H must therefore be diagonalized with σ = 0 and the occupied orbital checked to be the lowest. In this model the check identifies the ground state, because U > 0 makes the term 2U[Tr(Wδ)]² non-negative. It is not sufficient in general. With U = −6 eV the same model has two local minima among real orbitals with the lower level occupied, at Q = 0.108 (−3.087 eV) and Q = 1.949 (−4.158 eV). Hartree–Fock solutions of real molecules can likewise occupy the lowest levels and still lie above another solution.

Numbers as computed

```
Many-level test: 6 states, 2 occupied, shift 3.0 eV
  original eigenvalues (eV): -3.6620 -2.1560 -1.3976 0.2233 1.1387 2.6621
  rises, K from same H (eV): 0.0000 0.0000 3.0000 3.0000 3.0000 3.0000
  rises, stale K (eV): 0.1752 0.3260 2.6831 2.8732 2.9586 2.9839
Model: hopping 1.0 eV, U 6.0 eV, D0 -0.5 eV
  augmentation s 0.2, projector beta = (1, 0.3)
S, row by row: 1.2000 0.0600 0.0600 1.0180
W, row by row: 1.2000 0.0600 0.0600 0.0180
H0, row by row (eV): -0.5000 -1.1500 -1.1500 -0.0450
Self-consistent charge of site 1: 1.064512 electrons
Self-consistent H, row by row (eV): -0.0355 -1.1268 -1.1268 -0.0380
Eigenvalues, occupied and empty (eV): -0.9987 1.0426
Occupied orbital: 0.6274 0.6839
Empty orbital: 0.6650 -0.7194
gap: 2.0413 eV
coupling w: 0.4920
kappa: 5.8091 eV
Error factor without shift: -2.8458
Threshold sigma_c: 1.8839 eV
Threshold sigma_c: 3.0183e-19 J
Threshold from iteration map: 1.8839 eV
Generalized eigenvalues of W: 0.0148 1.0000
Energy-descent shift sigma_g: 5.8240 eV
Starting charge of site 1: 2.0000 electrons
First charges without shift (electrons): 2.0000 0.0925 1.9451 0.0999 1.9443 0.1000
First charges at sigma = kappa (electrons): 2.000000 1.196315 1.064850 1.064512 1.064512 1.064512
sigma = 0: 0.0000 eV, factor -2.8458, two-cycle, charges 0.1000 1.9443
sigma = 0.9 sigma_c: 1.6955 eV, factor -1.1008, two-cycle, charges 0.5244 1.5790
sigma = 1.1 sigma_c: 2.0723 eV, factor -0.9084, 187 iterations to 1e-8 electrons
sigma = kappa: 5.8091 eV, factor 0.0000, 3 iterations to 1e-8 electrons
sigma = 2 kappa: 11.6183 eV, factor 0.4253, 24 iterations to 1e-8 electrons
Ground-state energy: -2.3970 eV
Trap at sigma_g: charge 1.1184 electrons
  trap energy: 1.6696 eV
  trap gap (empty minus occupied): -2.0501 eV
  trap kappa: 5.7595 eV
  shift above which trap attracts: 3.9048 eV
```
